# Why CO2 has even J and O2 has odd N: a numerical check

```python
"""Claim under test: for two spin-0 oxygen nuclei the label swap must give +1,
    s_el * s_vib * s_rot = +1,  s_rot = (-1)^N,
    s_el = (inversion sign) * (sign of reflection in a plane holding the axis).
So CO2 (Sigma-g-plus, vibrational ground state) has even J only, and
O2 (Sigma-g-minus) has odd N only.
n: unit vector from O1 to O2; N: angular momentum without electron spin;
J: total angular momentum. The swap sends n to -n with electrons held fixed.
Lengths in bohr, electronic energies in hartree, rotational energies in cm^-1.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo

rng = np.random.default_rng(7)
BASIS = "6-31g*"
TO_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
AMU = constants.physical_constants["atomic mass constant"][0] / constants.m_e
MASS_O_U, MASS_C_U = 15.9949, 12.0   # isotopes 16-O and 12-C, input data
M_O, M_C = MASS_O_U * AMU, MASS_C_U * AMU


def run_scf(atoms, spin):
    mol = gto.M(atom=atoms, unit="Bohr", basis=BASIS, spin=spin, verbose=0)
    mf = scf.RHF(mol) if spin == 0 else scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def co2(bond, shift=0.0):
    """Linear CO2, O atoms at -bond and +bond, carbon at z = shift."""
    return run_scf([["O", (0, 0, -bond)], ["C", (0, 0, shift)],
                    ["O", (0, 0, bond)]], 0)


def o2(bond):
    return run_scf([["O", (0, 0, -bond / 2)], ["O", (0, 0, bond / 2)]], 2)


def best_bond(energy, centre):
    """Minimum of the quartic through five computed energies."""
    steps = np.linspace(-0.12, 0.12, 5)
    values = np.array([energy(centre + d) for d in steps])
    poly = np.polyfit(steps, values - values.min(), 4)
    fit = minimize_scalar(lambda d: np.polyval(poly, d),
                          bounds=(-0.12, 0.12), method="bounded",
                          options={"xatol": 1e-8})
    assert abs(fit.x) < 0.11
    return centre + fit.x


def determinant(mf, points):
    """Spatial many-electron function; points[sample, electron, xyz]."""
    occ = np.asarray(mf.mo_occ)
    n_up = int(np.sum(occ > 0))
    ao = mf.mol.eval_gto("GTOval_sph", points.reshape(-1, 3))
    mo = (ao @ np.asarray(mf.mo_coeff)).reshape(*points.shape[:2], -1)
    up = mo[:, :n_up][:, :, occ > 0]
    down = mo[:, n_up:][:, :, occ == 2]
    return np.linalg.det(up) * np.linalg.det(down)


def sample_points(mf, samples=60):
    """Random electron positions scattered around the nuclei."""
    nuclei = mf.mol.atom_coords()
    pick = rng.integers(len(nuclei), size=(samples, mf.mol.nelectron))
    return nuclei[pick] + 0.8 * rng.normal(size=pick.shape + (3,))


def sign_ratio(new, old):
    """Common factor new = factor * old, with a check that it is common."""
    factor = np.dot(new, old) / np.dot(old, old)
    # tolerance: finite SCF convergence of the orbitals
    assert np.max(np.abs(new - factor * old)) < 1e-3 * np.max(np.abs(old))
    assert abs(abs(factor) - 1) < 1e-3
    return factor


def frame(theta, phi):
    """Rotation taking the z axis to the direction (theta, phi)."""
    c, s, cp, sp = np.cos(theta), np.sin(theta), np.cos(phi), np.sin(phi)
    turn_y = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    turn_z = np.array([[cp, -sp, 0], [sp, cp, 0], [0, 0, 1]])
    return turn_z @ turn_y


def nuclear_swap(mf, mf_swapped):
    """Electrons fixed in the laboratory, molecular axis n replaced by -n."""
    theta, phi = 0.83, 1.91
    before, after = frame(theta, phi), frame(np.pi - theta, phi + np.pi)
    assert np.allclose(after[:, 2], -before[:, 2])
    lab = sample_points(mf) @ before.T
    return sign_ratio(determinant(mf_swapped, lab @ after),
                      determinant(mf, lab @ before))


def point_operation(mf, matrix):
    pts = sample_points(mf)
    return sign_ratio(determinant(mf, pts @ matrix.T), determinant(mf, pts))


# Geometries and electronic swap signs
r_co = best_bond(lambda r: co2(r).e_tot, 2.16)
r_oo = best_bond(lambda r: o2(r).e_tot, 2.21)
mf_co2, mf_o2 = co2(r_co), o2(r_oo)
angle = 0.37
c2a, s2a = np.cos(2 * angle), np.sin(2 * angle)
mirror = np.array([[c2a, s2a, 0], [s2a, -c2a, 0], [0, 0, 1]])
axial = np.array([[c2a, -s2a, 0], [s2a, c2a, 0], [0, 0, 1]])
electronic = {}
print("Method: Hartree-Fock, basis", BASIS)
for name, mf in (("CO2", mf_co2), ("O2", mf_o2)):
    inv = point_operation(mf, -np.eye(3))
    ref = point_operation(mf, mirror)
    rot = point_operation(mf, axial)
    swap = nuclear_swap(mf, mf)
    assert abs(rot - 1) < 1e-3
    assert abs(swap - inv * ref) < 3e-3
    electronic[name] = int(round(swap))
    print(f"{name} electronic factor, axial rotation: {rot:+.4f}")
    print(f"{name} electronic factor, inversion:      {inv:+.4f}")
    print(f"{name} electronic factor, reflection:     {ref:+.4f}")
    print(f"{name} electronic factor, nuclear swap:   {swap:+.4f}")
assert electronic == {"CO2": 1, "O2": -1}

# Off-centre carbon: the swap also reverses its coordinate along n
offset = 0.20
off_swap = nuclear_swap(co2(r_co, offset), co2(r_co, -offset))
assert abs(off_swap - 1) < 1e-3
print(f"CO2 carbon offset in swap test: {offset:.2f} bohr")
print(f"CO2 swap factor with carbon off centre: {off_swap:+.4f}")

# Two electrons in the pi_g pair of O2, spatial product basis
occ = np.asarray(mf_o2.mo_occ)
coeff = np.asarray(mf_o2.mo_coeff)
core, pair = coeff[:, occ == 2], coeff[:, occ == 1]
coul, exch = mf_o2.get_jk(mf_o2.mol, 2 * core @ core.T)
h1 = pair.T @ (mf_o2.get_hcore() + coul - exch / 2) @ pair
eri = ao2mo.restore(1, ao2mo.kernel(mf_o2.mol, pair), 2)
one = np.eye(2)
h_pair = (np.kron(h1, one) + np.kron(one, h1)
          + eri.transpose(0, 2, 1, 3).reshape(4, 4))
e_pair, v_pair = np.linalg.eigh(h_pair)
lowest = v_pair[:, 0].reshape(2, 2)
assert np.allclose(lowest, -lowest.T, atol=1e-6)
assert e_pair[1] - e_pair[0] > 1e-3
gaps = e_pair - e_pair[0]
print("O2 pi_g pair energies above the triplet (hartree):",
      " ".join(f"{abs(g):.4f}" for g in gaps))

# Rotor on an angular grid: swap is theta -> pi - theta, phi -> phi + pi
J_MAX, n_grid = 7, 800
h = np.pi / n_grid
sin_mid = np.sin((np.arange(n_grid) + 0.5) * h)
sin_edge = np.sin(np.arange(n_grid + 1) * h)
rotor_sign = {}
for m in range(4):
    diag = (sin_edge[:-1] + sin_edge[1:]) / (h**2 * sin_mid)
    diag = diag + m**2 / sin_mid**2
    off = -sin_edge[1:-1] / (h**2 * np.sqrt(sin_mid[:-1] * sin_mid[1:]))
    val, vec = eigh_tridiagonal(diag, off, select="i",
                                select_range=(0, J_MAX - m))
    for lam, v in zip(val, vec.T):
        j_real = (-1 + np.sqrt(1 + 4 * max(lam, 0.0))) / 2
        j = int(round(j_real))
        assert abs(j_real - j) < 0.01   # second-order grid error
        parity = np.dot(v, v[::-1]) * (-1)**m
        assert abs(abs(parity) - 1) < 1e-5
        sign = int(round(parity))
        assert rotor_sign.setdefault(j, sign) == sign
assert sorted(rotor_sign) == list(range(J_MAX + 1))
print("Rotor swap signs, N = 0 to 7:",
      " ".join(f"{rotor_sign[j]:+d}" for j in range(J_MAX + 1)))

# Antisymmetric stretch of CO2: carbon moves against the fixed O pair
reach = 0.48
shifts = np.linspace(-reach, reach, 9)
pot = np.array([co2(r_co, z).e_tot for z in shifts]) - mf_co2.e_tot
assert np.max(np.abs(pot - pot[::-1])) < 1e-7
poly = np.polyfit(shifts, pot, 8)
z = np.linspace(-reach, reach, 601)
dz = z[1] - z[0]
mu = 2 * M_O * M_C / (2 * M_O + M_C)
e_vib, v_vib = eigh_tridiagonal(
    1 / (mu * dz**2) + np.polyval(poly, z),
    np.full(len(z) - 1, -1 / (2 * mu * dz**2)),
    select="i", select_range=(0, 1))
vib_overlap = [np.dot(v, v[::-1]) for v in v_vib.T]
assert abs(vib_overlap[0] - 1) < 1e-3 and abs(vib_overlap[1] + 1) < 1e-3
vib_sign = [int(round(p)) for p in vib_overlap]
print(f"CO2 antisymmetric stretch swap signs, v = 0, 1: "
      f"{vib_sign[0]:+d} {vib_sign[1]:+d}")
print(f"CO2 stretch spacing, one-mode model: "
      f"{(e_vib[1] - e_vib[0]) * TO_CM:.0f} cm^-1")


# Levels selected by the measured signs
def allowed(s_el, s_vib):
    return [j for j in range(J_MAX + 1) if s_el * s_vib * rotor_sign[j] == 1]


levels_co2 = allowed(electronic["CO2"], vib_sign[0])
levels_co2_v1 = allowed(electronic["CO2"], vib_sign[1])
levels_o2 = allowed(electronic["O2"], 1)   # bond length is swap invariant
assert levels_co2 == [0, 2, 4, 6]
assert levels_co2_v1 == [1, 3, 5, 7]
assert levels_o2 == [1, 3, 5, 7]
print("CO2 ground state, allowed J up to 7:", levels_co2)
print("CO2 one antisymmetric quantum, allowed J:", levels_co2_v1)
print("O2 ground state, allowed N up to 7:", levels_o2)
for n_rot in levels_o2[:2]:
    print(f"O2 N = {n_rot}, S = 1: J =",
          list(range(abs(n_rot - 1), n_rot + 2)))

# Rotational constants and lowest allowed levels
print(f"Masses: 16-O {MASS_O_U:.4f} u, 12-C {MASS_C_U:.4f} u")
for name, bond, inertia, levels in (
        ("CO2", r_co, 2 * M_O * r_co**2, levels_co2),
        ("O2", r_oo, M_O * r_oo**2 / 2, levels_o2)):
    b_rot = 1 / (2 * inertia)
    print(f"{name} computed bond length: {bond:.3f} bohr")
    print(f"{name} moment of inertia: {inertia:.4e} m_e bohr^2")
    print(f"{name} rotational constant B: {b_rot * TO_CM:.4f} cm^-1"
          f" = {b_rot:.4e} hartree")
    for j in levels[:3]:
        print(f"{name} level {j}: {b_rot * TO_CM * j * (j + 1):.3f} cm^-1")

print("tests ok")
```

Running it gives:

```
Method: Hartree-Fock, basis 6-31g*
CO2 electronic factor, axial rotation: +1.0000
CO2 electronic factor, inversion:      +1.0000
CO2 electronic factor, reflection:     +1.0000
CO2 electronic factor, nuclear swap:   +1.0000
O2 electronic factor, axial rotation: +1.0000
O2 electronic factor, inversion:      +1.0000
O2 electronic factor, reflection:     -1.0000
O2 electronic factor, nuclear swap:   -1.0000
CO2 carbon offset in swap test: 0.20 bohr
CO2 swap factor with carbon off centre: +1.0000
O2 pi_g pair energies above the triplet (hartree): 0.0000 0.0478 0.0478 0.0956
Rotor swap signs, N = 0 to 7: +1 -1 +1 -1 +1 -1 +1 -1
CO2 antisymmetric stretch swap signs, v = 0, 1: +1 -1
CO2 stretch spacing, one-mode model: 2612 cm^-1
CO2 ground state, allowed J up to 7: [0, 2, 4, 6]
CO2 one antisymmetric quantum, allowed J: [1, 3, 5, 7]
O2 ground state, allowed N up to 7: [1, 3, 5, 7]
O2 N = 1, S = 1: J = [0, 1, 2]
O2 N = 3, S = 1: J = [2, 3, 4]
Masses: 16-O 15.9949 u, 12-C 12.0000 u
CO2 computed bond length: 2.161 bohr
CO2 moment of inertia: 2.7225e+05 m_e bohr^2
CO2 rotational constant B: 0.4031 cm^-1 = 1.8366e-06 hartree
CO2 level 0: 0.000 cm^-1
CO2 level 2: 2.418 cm^-1
CO2 level 4: 8.062 cm^-1
O2 computed bond length: 2.196 bohr
O2 moment of inertia: 7.0306e+04 m_e bohr^2
O2 rotational constant B: 1.5609 cm^-1 = 7.1118e-06 hartree
O2 level 1: 3.122 cm^-1
O2 level 3: 18.730 cm^-1
O2 level 5: 46.826 cm^-1
tests ok
```
